# Surface Green Functions by Decimation: Length Doubling and Convergence Near Band Edges

## Result

The Lopez Sancho decimation computes the Green function at the end of a semi-infinite lead. After $i$ iterations it gives the surface Green function of a finite lead of $N=2^i$ layers. What remains to be converged is the effect of the missing layers, which is a wave that travels to the cut and back.

For a lead with one orbital per layer, hopping $-t$ and energy $z=E+i\eta$, the relative error is

$$
r_i=\left|\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}}\right|,\qquad |\lambda|=e^{-\kappa}<1 ,
$$

where $\lambda$ is the factor by which the wave changes per layer. At a fixed small broadening $\eta$, $\kappa\approx\eta/v$ inside the band, with $v$ the group velocity, and $\kappa\approx\sqrt{\eta/2t}$ at the band edge. The second is much larger than the first, so the edge converges faster than the band interior. The statement that decimation slows down near band edges therefore needs a qualification. At fixed $\eta$ it holds in comparison with the gap, but not in comparison with mid-band. What is slower at the edge than at mid-band is the approach of the converged result to its limit $\eta\to0$, treated below.

## The equations of the lead

Divide the lead into identical layers $n=0,1,2,\dots$, thick enough that only neighbouring layers couple. The basis is orthogonal, $H_{nn}=H_{00}$, $H_{n,n+1}=H_{01}$ and $H_{n+1,n}=H_{01}^\dagger$. Each is an $m\times m$ matrix. We take $\eta>0$, $\hbar=1$, and measure length in layers.

Let $G_n$ denote the block $G_{n0}$ of $G=(z-H)^{-1}$. The first block column of $(z-H)G=1$ reads

$$
(z-H_{00})G_0=1+H_{01}G_1,
$$
$$
(z-H_{00})G_n=H_{01}^\dagger G_{n-1}+H_{01}G_{n+1},\quad n\ge1 .
$$

The wanted quantity is $G_S=G_0$.

## Eliminating every second layer

Suppose that the equations have been brought to a form that links only layers a distance $N$ apart:

$$
(z-\varepsilon_s)G_0=1+\alpha G_N, \tag{1}
$$
$$
(z-\varepsilon)G_{nN}=\beta G_{(n-1)N}+\alpha G_{(n+1)N},\quad n\ge1. \tag{2}
$$

The original equations have this form with $N=1$, $\varepsilon_s=\varepsilon=H_{00}$, $\alpha=H_{01}$ and $\beta=H_{01}^\dagger$. Define $g=(z-\varepsilon)^{-1}$. Equation (2) with $n=1$ gives $G_N=g(\beta G_0+\alpha G_{2N})$. Inserting this in (1) and moving the $G_0$ term to the left gives

$$
(z-\varepsilon_s-\alpha g\beta)G_0=1+\alpha g\alpha\,G_{2N}.
$$

For even $n$, both neighbours in (2) are odd and are removed in the same way:

$$
\beta G_{(n-1)N}=\beta g\beta\,G_{(n-2)N}+\beta g\alpha\,G_{nN},
$$
$$
\alpha G_{(n+1)N}=\alpha g\beta\,G_{nN}+\alpha g\alpha\,G_{(n+2)N}.
$$

The terms in $G_{nN}$ join $\varepsilon$. The equations thus keep their form with $N\to2N$ and

$$
\varepsilon_s'=\varepsilon_s+\alpha g\beta,\qquad
\varepsilon'=\varepsilon+\alpha g\beta+\beta g\alpha,
$$
$$
\alpha'=\alpha g\alpha,\qquad \beta'=\beta g\beta. \tag{3}
$$

The surface layer receives one correction because it has a neighbour on one side; an interior layer receives two. All right-hand sides use the old matrices. The iterate is $G^{(i)}=(z-\varepsilon_s)^{-1}$, that is, (1) with the remaining coupling dropped.

## Why the length doubles

We follow which original rows enter each equation. At $N=1$, (1) is row $0$ and (2) is row $n$. Assume that at spacing $N$ equation (1) combines rows $0,\dots,N-1$, and that the equation for layer $nN$ combines rows $nN-(N-1),\dots,nN+(N-1)$. The next surface equation adds the equation for layer $N$, whose rows run from $1$ to $2N-1$. It therefore combines rows $0,\dots,2N-1$. An interior equation absorbs those of its two neighbours and reaches $2N-1$ layers to either side. The assumption is reproduced with $N\to2N$.

A finite lead with layers $0,\dots,N-1$ obeys the same rows $0,\dots,N-1$, except that its last row has no term $H_{01}G_N$. This is the same as setting $G_N=0$. Equation (1) then becomes $(z-\varepsilon_s)G_0=1$, so $G^{(i)}$ is the surface block of the finite lead with $N=2^i$ layers.

The same argument shows that the inverses exist. Put the unit source on an interior layer and hard walls at distance $N$ on both sides. The interior equation becomes $(z-\varepsilon)G_{\rm centre}=1$, where $G_{\rm centre}$ is the central block for a finite lead of $2N-1$ layers. That lead has a Hermitian Hamiltonian with real eigenvalues, so its Green function exists for $\eta>0$. The square matrix $z-\varepsilon$ thus has a right inverse and is invertible, with $g=G_{\rm centre}$. The same holds for $z-\varepsilon_s$.

For comparison, the recursion $G\leftarrow(z-H_{00}-H_{01}GH_{01}^\dagger)^{-1}$ adds one layer per step. Starting from one layer, it needs $2^i-1$ steps to reach the length that decimation reaches in $i$. A decimation step costs one inversion for $g$ and six matrix products: $\alpha g$, $\beta g$, and each of these times $\alpha$ and $\beta$.

## The error as a round trip

Layers $1,2,\dots$ form a semi-infinite lead identical to the original. Their equations contain $H_{01}^\dagger G_0$ as a source on their first layer, so

$$
G_1=TG_0,\qquad T=G_SH_{01}^\dagger .
$$

Repeating this from layer to layer gives $G_N=T^NG_S$. Insert it in (1) and multiply from the left by $G^{(i)}$:

$$
G_S-G^{(i)}=G^{(i)}\alpha\,T^N G_S. \tag{4}
$$

The factor $T^N$ carries the wave out to layer $N$. To read $G^{(i)}\alpha$, regard $G_N$ as a prescribed quantity. It acts on the finite lead as a source $H_{01}G_N$ on layer $N-1$, which contributes $G^{\rm fin}_{0,N-1}H_{01}G_N$ to $G_0$. Equation (1) gives the same contribution as $G^{(i)}\alpha G_N$. Since $G_N$ is arbitrary, $G^{(i)}\alpha=G^{\rm fin}_{0,N-1}H_{01}$, which is the way back.

Both ways are built from Bloch modes $\psi_{n+1}=\lambda\psi_n$ with

$$
(z-H_{00})\psi=\lambda H_{01}\psi+\lambda^{-1}H_{01}^\dagger\psi .
$$

The outward wave uses modes with $|\lambda|<1$. The returning wave decays towards smaller $n$ and uses modes with $|\lambda|>1$. If the slowest outgoing mode is excited and the cut reflects it into the slowest returning mode, the error at large $N$ falls as

$$
\left(\frac{\max_{|\lambda|<1}|\lambda|}{\min_{|\lambda|>1}|\lambda|}\right)^{N}.
$$

A lead with several bands is thus governed by its slowest-decaying mode. If one band is at its edge while another propagates well inside its own band, the second can set the iteration count.

## One orbital per layer

Let $H_{00}=e$ and $H_{01}=-t$ with $t>0$. The Bloch equation becomes

$$
z-e=-t(\lambda+\lambda^{-1}). \tag{5}
$$

The two roots have product one. Neither has modulus one, since (5) would then give a real $z$. We call $\lambda$ the root with $|\lambda|<1$. Here $T=-tG_S$ is a number, and the decaying solution has $T=\lambda$, so $G_S=-\lambda/t$.

For the finite lead, the solution that vanishes at layer $N$ is $G_n=C(\lambda^{n-N}-\lambda^{N-n})$. Continue it formally to $n=-1$. The recursion then gives $(z-e)G_0=-t(G_{-1}+G_1)$, whereas the surface row requires $(z-e)G_0=1-tG_1$. Hence $-tG_{-1}=1$, and dividing $G_0$ by this unit quantity removes $C$:

$$
G^{(i)}=\frac{G_0}{-tG_{-1}}
=-\frac1t\,\frac{\lambda^{-N}-\lambda^N}{\lambda^{-N-1}-\lambda^{N+1}}
=-\frac{\lambda}{t}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .
$$

Division by $G_S=-\lambda/t$ and subtraction of one give

$$
\frac{G^{(i)}}{G_S}-1=-\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}}, \tag{6}
$$

whose modulus is the $r_i$ stated at the start. Once $\kappa N\gg1$ the denominator is close to one, and

$$
r_i\approx|1-\lambda^2|e^{-2\kappa N},\qquad
r_{i+1}\approx \frac{r_i^2}{|1-\lambda^2|}. \tag{7}
$$

Each iteration then doubles the number of correct digits, apart from a constant shift $\log_{10}|1-\lambda^2|$. At the band edge this shift is negative and can amount to a few digits. This regime begins only when the lead is long compared with $1/\kappa$.

## How the decay depends on energy

Write $\lambda=e^{-\kappa+i\varphi}$. Equation (5) becomes $z-e=-2t\cosh(\kappa-i\varphi)$, with real and imaginary parts

$$
E-e=-2t\cosh\kappa\cos\varphi,\qquad \eta=2t\sinh\kappa\sin\varphi .
$$

With $x=(E-e)/2t$ and $y=\eta/2t$, the identity $\cos^2\varphi+\sin^2\varphi=1$ gives

$$
\frac{x^2}{\cosh^2\kappa}+\frac{y^2}{\sinh^2\kappa}=1. \tag{8}
$$

The left side falls with $\kappa$ and rises with $|x|$. At fixed $\eta$, $\kappa$ must therefore grow with $|x|$: it is smallest at the band centre, larger at the edge $|x|=1$, and larger still in the gap.

Multiplying (8) by both denominators, with $s=\sinh^2\kappa$, gives

$$
s^2+(1-x^2-y^2)s-y^2=0 .
$$

For $y\ll1$ there are three regimes.

- Inside the band, $s$ is small and $(1-x^2)s\approx y^2$. Then $\kappa\approx y/\sqrt{1-x^2}=\eta/v$, where $v=\sqrt{4t^2-(E-e)^2}$ is the group velocity of the band $e-2t\cos k$. This requires a distance from the edge that is large compared with $\eta$.
- At the edge, $s^2-y^2s-y^2=0$ gives $s\approx y$, so $\kappa\approx\sqrt{\eta/2t}$.
- In the gap, $s\approx x^2-1$, so $\cosh\kappa\approx|x|$. At a small distance $\delta$ beyond the edge, with $\eta\ll\delta\ll t$, this becomes $\kappa\approx\sqrt{\delta/t}$.

Inside the band, $\kappa$ grows towards the edge because $\eta$ damps the amplitude at a fixed rate in time. A slow wave spends longer in each layer and is damped more per layer. In the gap the wave decays even without $\eta$.

The first expression in (7) gives the number of iterations for a relative tolerance $\tau\ll|1-\lambda^2|$, the condition that makes $\kappa N$ large at convergence:

$$
i\approx\left\lceil\log_2\frac{\ln(|1-\lambda^2|/\tau)}{2\kappa}\right\rceil. \tag{9}
$$

Inside the band $\lambda\approx e^{i\varphi}$, so $|1-\lambda^2|\approx2\sin\varphi=v/t$. At the lower edge put $\lambda=e^{-w}$. Then $-2t\cosh w=-2t+i\eta$, hence $w^2\approx-i\eta/t$ and $|1-\lambda^2|\approx2|w|=2\sqrt{\eta/t}$. Apart from the slowly varying logarithm, halving $\eta$ costs one more iteration inside the band and half an iteration at the edge.

## Where the edge is slow

**No broadening.** At $\eta=0$ the edge has $\lambda\to1$. Both $1-\lambda^2$ and $1-\lambda^{2N+2}$ vanish, with ratio $2/(2N+2)$, so $r_i=1/(N+1)$. The error merely halves per iteration. Inside the band $\lambda=e^{i\varphi}$ and

$$
r_i=\left|\frac{\sin\varphi}{\sin((N+1)\varphi)}\right|\ge|\sin\varphi| ,
$$

so there is no convergence at all: a finite lead without damping has standing waves. If the denominator vanishes, the iterate does not even exist. In the gap $\kappa>0$ survives, so the error still falls exponentially with $N$, at a rate that goes to zero as the edge is approached.

**The limit of small broadening.** Decimation converges to $G_S(E+i\eta)$, not to $G_S(E)$. Where $|\lambda(0)|=1$, the relative difference is $|\lambda(\eta)-\lambda(0)|$. Inside the band, changing $z=e-2t\cos\varphi$ by $i\eta$ changes $\varphi$ by $i\eta/v$, and the difference is about $\eta/v$. At the edge it is $|w|\approx\sqrt{\eta/t}$, which vanishes much more slowly. For a relative broadening error $p$ one needs $\eta=pv$ inside the band but $\eta=p^2t$ at the edge. The decay rates are then $p$ and $p/\sqrt2$, so the lengths needed are similar.

## A ferromagnetic lead

Take a model lead with $t=0.04$ Ha and levels $-0.03$ Ha for majority and $+0.03$ Ha for minority spin. At $E=-0.05$ Ha the majority has $E-e=-0.02$ Ha, well inside its band. The minority has $E-e=-0.08\ \text{Ha}=-2t$, its lower edge. Let $\eta=10^{-6}$ Ha (0.0272 meV) and $\tau=10^{-8}$.

For the majority,

$$
v=\sqrt{0.08^2-0.02^2}=0.07746\ \text{Ha·layer},\qquad
\kappa=\frac{10^{-6}}{0.07746}=1.291\times10^{-5}.
$$

With $|1-\lambda^2|\approx0.07746/0.04=1.94$, the fraction in (9) is $19.08/(2.582\times10^{-5})=7.39\times10^5$ layers. Its binary logarithm is 19.5, so 20 iterations are needed. For the minority, $\kappa=\sqrt{10^{-6}/0.08}=3.536\times10^{-3}$ and $|1-\lambda^2|\approx0.010$. The fraction is $13.8/(7.07\times10^{-3})\approx1950$ layers, with binary logarithm 10.9, so 11 iterations suffice. The recursion itself takes 20 and 11.

The error histories differ in kind. The majority error is still 0.85 at iterate 14, because $\kappa N$ is only about 0.2. It then falls from $2.23\times10^{-3}$ to $2.56\times10^{-6}$ and $3.38\times10^{-12}$ at iterates 18, 19 and 20, as (7) requires: $(2.558\times10^{-6})^2/1.94=3.4\times10^{-12}$. The minority error starts close to $1/(N+1)$, with 0.197 at $N=4$, and damping takes over as $\kappa N$ approaches one.

Moving the energy through the minority edge at the same $\eta$ gives:

| $E$ minus lower edge (Ha) | $\kappa$ per layer | iterations |
|---|---|---|
| $-4\times10^{-2}$ | 0.962 | 4 |
| $-10^{-3}$ | 0.158 | 6 |
| $-10^{-5}$ | 0.0158 | 9 |
| 0 | $3.54\times10^{-3}$ | 11 |
| $+10^{-5}$ | $7.90\times10^{-4}$ | 14 |
| $+10^{-3}$ | $7.93\times10^{-5}$ | 17 |
| $+6\times10^{-2}$ | $1.29\times10^{-5}$ | 20 |

An approach from the gap does become slower, but the slowing continues into the band. Reducing $\eta$ from $10^{-4}$ to $10^{-7}$ Ha, about ten halvings, raises the count from 13 to 23 for the majority and from 8 to 13 for the minority. This is the predicted one iteration, and half an iteration, per halving.

Convergence of the iteration is not accuracy at real energy. The surface density of states per spin is $-\operatorname{Im}G_S/\pi=\operatorname{Im}\lambda/(\pi t)$. For the majority, $\operatorname{Im}\lambda\approx v/2t$ gives $v/(2\pi t^2)=7.705$ per Ha, which the recursion reproduces. For the minority the converged result is 0.0280 per Ha, although the value at $\eta\to0$ is zero. This density is made by the broadening: $\operatorname{Im}\lambda\approx\sqrt{\eta/2t}$ gives 0.028 per Ha. The relative broadening errors of $G_S$ are $1.29\times10^{-5}$ for the majority and $4.99\times10^{-3}$ for the minority. To bring each to about $10^{-3}$, $\eta$ must be $7.75\times10^{-5}$ Ha and $4.0\times10^{-8}$ Ha respectively. Both spins then take 14 iterations.

## Stopping and rounding

In a calculation $G_S$ is unknown, and one usually stops when $\alpha$ and $\beta$ are small. For one orbital, (4) gives $\alpha=\lambda^{-N}(1/G^{(i)}-1/G_S)$. Inserting the closed forms,

$$
\alpha=-t\,\frac{\lambda^{N-1}(1-\lambda^2)}{1-\lambda^{2N}} .
$$

The coupling contains one passage, $\lambda^N$, and the error contains two. The same tolerance applied to $|\alpha|/t$ thus needs about twice the length, usually one more iteration. Because the exponent is $N-1$ rather than $N$, it can be two more when the lead needed is short, as in the gap. The example stops at 21 and 12 instead of 20 and 11. The rule is safe here, but it says nothing about the broadening error.

Rounding matters when a finite lead has a level close to $E$. At $E=e$, for instance, the first step has $g=1/(i\eta)$ and adds $t^2/(i\eta)$ to $\varepsilon_s$, although the final surface correction is of order $t$. Later steps must cancel this term. After the first step $z-\varepsilon=i(\eta+2t^2/\eta)$, and the later steps learn the decay rate $\kappa$ only from the small term $\eta$, a fraction $\eta^2/2t^2$ of the whole. A relative error of $\kappa$ passes on to $G_S$: with $N=2$, $\alpha=-it^2/\eta$ and $\lambda^2=-e^{-2\kappa}$, equation (1) gives

$$
G_S^{-1}=z-\varepsilon_s-\alpha\lambda^2=i\eta+\frac{it^2}{\eta}\left(1-e^{-2\kappa}\right)\approx\frac{2i\kappa t^2}{\eta}.
$$

For $t/\eta=4\times10^4$ the fraction is about $3\times10^{-10}$, so rounding can cost about nine digits. This estimate limits how small $\eta$ should be made at such energies.

The matrix statements were tested separately. For a random complex lead with three orbitals per layer, the iterates up to 32 layers agree with direct inversion of the finite lead to $1.1\times10^{-14}$ in model units. For the ferromagnetic lead with an added spin-mixing hopping $i(0.01\ \text{Ha})\sigma_x$, at $E=-0.06$ Ha and $\eta=10^{-3}$ Ha, the Bloch modes predict a round-trip decay of 0.02744 per layer. The error between 256 and 512 layers falls at the same rate to the digits given. The numerical output lists further iterates.

## Computed values

```
hopping t = 0.04 Ha; levels = -0.03, 0.03 Ha
energy E = -0.05 Ha; eta = 1.0e-06 Ha = 0.0272 meV
relative error tolerance = 1e-08
random lead: max deviation from dense finite lead = 1.1e-14 (model units)
majority velocity v = 0.07746 Ha*layer
majority kappa = 1.2910e-05, eta/v = 1.2910e-05 per layer
minority kappa = 3.5355e-03, sqrt(eta/2t) = 3.5355e-03 per layer
iterate, layers, relative error majority (in band), minority (edge)
   0        1  2.000e+00  4.982e-01
   2        4  3.200e+00  1.972e-01
   4       16  2.391e+00  5.559e-02
   6       64  1.283e+00  1.227e-02
   8      256  1.889e+00  1.551e-03
  10     1024  5.205e+00  7.145e-06
  11     2048  1.159e+00  5.119e-09
iterate, layers, relative error majority only
  14    16384  8.481e-01
  16    65536  3.273e-01
  18   262144  2.228e-03
  19   524288  2.558e-06
  20  1048576  3.380e-12
eta (Ha), iterations majority (in band), minority (edge)
  1e-04  13   8
  1e-05  17  10
  1e-06  20  11
  1e-07  23  13
majority: coupling/t below tolerance at iterate 21
minority: coupling/t below tolerance at iterate 12
minority: E minus lower edge (Ha), kappa per layer, iterations
  -4e-02  9.624e-01   4
  -1e-03  1.579e-01   6
  -1e-05  1.583e-02   9
  +0e+00  3.536e-03  11
  +1e-05  7.896e-04  14
  +1e-03  7.931e-05  17
  +6e-02  1.291e-05  20
eta = 0, edge: relative error at iterate 9 = 1.9493e-03, at 10 = 9.7561e-04
eta = 0, in band: smallest relative error in iterates 0-20 = 0.9731; sin k = 0.9682
relative broadening error: majority = 1.291e-05, minority = 4.991e-03
broadening error 1e-03: majority eta = 7.746e-05 Ha, iterations = 14
broadening error 1e-03: minority eta = 4.000e-08 Ha, iterations = 14
surface DOS majority = 7.7050 per Ha (eta to 0 formula 7.7051)
surface DOS minority = 0.02804 per Ha (eta to 0: zero)
spin-mixing lead: mixing = 0.01 Ha, E = -0.06 Ha, eta = 1e-03 Ha
round-trip decay per layer: modes = 0.02744, decimation = 0.02744
```
